# Exciton radius from the diamagnetic shift, tested on two-dimensional hydrogen

## Problem

An electron (charge $-e$, mass $m_e$) and a hole (charge $+e$, mass $m_h$) move in a plane and attract each other through a central potential $V(r)$, where $\mathbf r=\mathbf r_e-\mathbf r_h$. Both bands are isotropic and parabolic. A uniform magnetic field $\mathbf B=B\hat{\mathbf z}$ is perpendicular to the plane. Write $M=m_e+m_h$ and $\mu=m_em_h/M$.

1. Separate the pair motion and find the leading field shift of a nondegenerate s exciton created with negligible momentum. Express the root-mean-square radius $r_{\rm rms}=\sqrt{\langle r^2\rangle}$ through the diamagnetic coefficient $\sigma$ and $\mu$.
2. Test the inversion on two-dimensional hydrogen, $V=-e^2/(4\pi\varepsilon_0\kappa r)$. Express its radius through the three-dimensional Bohr radius $a=4\pi\varepsilon_0\kappa\hbar^2/(\mu e^2)$, taken with the same $\mu$ and $\kappa$.
3. Find the next term in the field for this hydrogen model. In which direction does it bias a radius read from a single field? What happens in a very strong field?
4. Monolayer WSe$_2$ encapsulated in hBN has, roughly, $\mu=0.20\,m_0$ and $\sigma=0.30\ \mu\text{eV/T}^2$, with $m_0$ the free-electron mass. Find the exciton radius. Can the binding energy be inferred from it? How large are the main neglected effects for fields up to 60 T?

## Solution

### 1. From two particles to a radius

Use the symmetric gauge $\mathbf A(\mathbf r)=\tfrac12\mathbf B\times\mathbf r$. A charge $q$ has kinetic momentum $\mathbf p-q\mathbf A$, so

$$H=\frac{\boldsymbol\Pi_e^2}{2m_e}+\frac{\boldsymbol\Pi_h^2}{2m_h}+V(r),\qquad \boldsymbol\Pi_e=\mathbf p_e+e\mathbf A(\mathbf r_e),\quad \boldsymbol\Pi_h=\mathbf p_h-e\mathbf A(\mathbf r_h).$$

Let $\mathbf R=(m_e\mathbf r_e+m_h\mathbf r_h)/M$, and let $\mathbf P$ and $\mathbf p$ be the momenta conjugate to $\mathbf R$ and $\mathbf r$. Then

$$\mathbf r_e=\mathbf R+\frac{m_h}{M}\mathbf r,\quad \mathbf r_h=\mathbf R-\frac{m_e}{M}\mathbf r,\quad \mathbf p_e=\frac{m_e}{M}\mathbf P+\mathbf p,\quad \mathbf p_h=\frac{m_h}{M}\mathbf P-\mathbf p.$$

Because $\mathbf A$ is linear in position,

$$\boldsymbol\Pi_e=\frac{m_e}{M}\mathbf P+\mathbf p+e\mathbf A(\mathbf R)+\frac{m_h}{M}e\mathbf A(\mathbf r),$$

$$\boldsymbol\Pi_h=\frac{m_h}{M}\mathbf P-\mathbf p-e\mathbf A(\mathbf R)+\frac{m_e}{M}e\mathbf A(\mathbf r).$$

The coordinate $\mathbf R$ is removed by the form

$$\psi=\exp\!\left\{\frac{i}{\hbar}\,[\mathbf K+e\mathbf A(\mathbf r)]\cdot\mathbf R\right\}\varphi(\mathbf r).$$

Differentiating with respect to $\mathbf R$ gives $\mathbf P\psi=[\mathbf K+e\mathbf A(\mathbf r)]\psi$. Thus $\mathbf K$ is the eigenvalue of the pseudomomentum $\mathbf P-e\mathbf A(\mathbf r)$. For the derivative with respect to $\mathbf r$, note that

$$\mathbf A(\mathbf r)\cdot\mathbf R=\tfrac12(\mathbf B\times\mathbf r)\cdot\mathbf R=\tfrac12\,\mathbf r\cdot(\mathbf R\times\mathbf B)=-\mathbf r\cdot\mathbf A(\mathbf R).$$

When $\mathbf p$ passes through the phase factor it therefore becomes $\mathbf p-e\mathbf A(\mathbf R)$. The terms in $\mathbf A(\mathbf R)$ cancel in both momenta, and since $m_e/M+m_h/M=1$, the operators acting on $\varphi$ are

$$\boldsymbol\Pi_e\to\frac{m_e}{M}\mathbf K+\mathbf p+e\mathbf A(\mathbf r),\qquad \boldsymbol\Pi_h\to\frac{m_h}{M}\mathbf K-\mathbf p+e\mathbf A(\mathbf r).$$

Now square them. The terms in $K^2$ add to $K^2/2M$. The cross terms add to $\mathbf K\cdot[(\mathbf p+e\mathbf A)+(-\mathbf p+e\mathbf A)]/M=2e\mathbf K\cdot\mathbf A/M$. What remains is

$$\frac{(\mathbf p+e\mathbf A)^2}{2m_e}+\frac{(\mathbf p-e\mathbf A)^2}{2m_h}
=\frac{p^2}{2\mu}+e\left(\frac1{m_e}-\frac1{m_h}\right)\mathbf A\cdot\mathbf p+\frac{e^2A^2}{2\mu}.$$

Here $\nabla\cdot\mathbf A=0$ allows $\mathbf p\cdot\mathbf A=\mathbf A\cdot\mathbf p$, and $1/m_e+1/m_h=1/\mu$. With $\mathbf A\cdot\mathbf p=\tfrac12BL_z$ and $A^2=\tfrac14B^2r^2$,

$$H=\frac{K^2}{2M}+\frac eM\mathbf K\cdot(\mathbf B\times\mathbf r)+\frac{p^2}{2\mu}+V(r)+\frac{eB}{2}\left(\frac1{m_e}-\frac1{m_h}\right)L_z+\frac{e^2B^2r^2}{8\mu}.$$

A symbolic test applied the two-particle and the relative kinetic operators to plane waves $\varphi$ of arbitrary wavevector, for arbitrary $\mathbf K$ and masses, and found them equal. Plane waves form a complete set, so the identity holds for general $\varphi$.

An exciton created by light carries only the small photon momentum, so set $\mathbf K=0$; part 4 gives the size of the error. The Hamiltonian then commutes with $L_z$. An s state has $L_z=0$ and keeps it in the field, so the linear orbital term vanishes even when the masses differ. Only the $r^2$ term acts, and its first-order shift is

$$\Delta E=\sigma B^2+O(B^4),\qquad \sigma=\frac{e^2\langle r^2\rangle}{8\mu},$$

with the average taken in the zero-field state. Solving for the radius,

$$\boxed{\,r_{\rm rms}=\frac{\sqrt{8\mu\sigma}}{e}\,}$$

with $\sigma$ in J/T$^2$. The form of $V$ has not been used. The radius is the electron–hole separation; the electron's own distance from the centre of mass is smaller by the factor $m_h/M$.

Two conditions concern the data. First, a real line also has a spin and valley Zeeman shift, of opposite sign in the two circular polarizations:

$$E_\pm=E_0\pm\tfrac12g\mu_BB+\sigma B^2 .$$

The half-sum $(E_++E_-)/2$ removes it. Secondly, $\sigma$ is the coefficient in the limit $B\to0$, not $\Delta E/B^2$ at whatever field is available. For small errors, taking the logarithm of the boxed formula gives

$$\frac{\delta r_{\rm rms}}{r_{\rm rms}}=\frac12\left(\frac{\delta\sigma}{\sigma}+\frac{\delta\mu}{\mu}\right).$$

### 2. The test on two-dimensional hydrogen

Measure length in $a$ and energy in $\hbar^2/(\mu a^2)$. For an s state,

$$-\frac12\left(\varphi''+\frac{\varphi'}{r}\right)-\frac{\varphi}{r}=E\varphi .$$

Try $\varphi_0=e^{-2r}$. Then $\varphi_0''=4\varphi_0$ and $\varphi_0'/r=-2\varphi_0/r$, so the left side is $-2\varphi_0+\varphi_0/r-\varphi_0/r=-2\varphi_0$. The function is a solution with $E_0=-2$, and since it has no node it is the ground state.

The area element supplies a factor $r$, so

$$\langle r^n\rangle=\frac{\int_0^\infty r^{n+1}e^{-4r}dr}{\int_0^\infty r\,e^{-4r}dr}
=\frac{(n+1)!/4^{n+2}}{1/4^2}=\frac{(n+1)!}{4^n}.$$

For $n=2$ this is $6/16=3/8$. With units restored,

$$\langle r^2\rangle=\frac38a^2,\qquad r_{\rm rms}=\sqrt{\frac38}\,a\simeq0.612\,a .$$

The inversion should return this radius from energies alone. Take $\mu=0.20\,m_0$ and $\kappa=4.5$, for which $a=1.1906$ nm. The relative Hamiltonian at $\mathbf K=0$ was diagonalized in a basis of Laguerre functions at six fields from 30 to 120 T. Extrapolating $\Delta E/B^2$ to zero field with a cubic polynomial in $B^2$ gave $\sigma=0.058439\ \mu\text{eV/T}^2$. The boxed formula turns this into $0.72912$ nm, and $\sqrt{3/8}\,a$ is also $0.72912$ nm. This tests the inversion against the relative Hamiltonian. An error in the factor 8 common to both would cancel here; the two-particle comparison in part 1 guards against that.

### 3. Beyond the quadratic term

Define the dimensionless field

$$\beta=\frac{eBa^2}{\hbar}=\frac{a^2}{\ell^2},\qquad \ell=\sqrt{\frac{\hbar}{eB}},$$

where $\ell$ is the magnetic length. In hydrogen units the perturbation is $\lambda r^2$ with $\lambda=\beta^2/8$. Its first-order energy is $\tfrac38\lambda=\tfrac{3}{64}\beta^2$.

For the second order, write the first-order change of the wave function as $\lambda f(r)\varphi_0$. It obeys

$$(H_0-E_0)f\varphi_0=-\left(r^2-\tfrac38\right)\varphi_0 .$$

The terms without derivatives of $f$ cancel because $\varphi_0$ solves the unperturbed equation. With $\varphi_0'/\varphi_0=-2$, the left side becomes $-\tfrac12(f''+f'/r-4f')\varphi_0$, so

$$f''+\frac{f'}r-4f'=2r^2-\frac34 .$$

Insert $f=c_3r^3+c_2r^2$. The left side is $9c_3r+4c_2-12c_3r^2-8c_2r$. The $r^2$ terms require $c_3=-1/6$; the $r$ terms require $c_2=9c_3/8=-3/16$; the constant is then $4c_2=-3/4$, as needed. Thus

$$f=-\frac{r^3}{6}-\frac{3r^2}{16}.$$

An added constant would drop out of the second-order energy,

$$E_2=\lambda^2\left(\langle r^2f\rangle-\langle r^2\rangle\langle f\rangle\right).$$

The moments needed are $\langle r^3\rangle=3/8$, $\langle r^4\rangle=15/32$ and $\langle r^5\rangle=45/64$. They give

$$\langle r^2f\rangle=-\frac{45}{384}-\frac{45}{512}=-\frac{105}{512},\qquad
\langle f\rangle=-\frac1{16}-\frac9{128}=-\frac{17}{128}.$$

Therefore

$$E_2=\lambda^2\left(-\frac{105}{512}+\frac38\cdot\frac{17}{128}\right)=-\frac{159}{1024}\lambda^2 ,$$

and with $\lambda^2=\beta^4/64$,

$$\Delta E=\frac{\hbar^2}{\mu a^2}\left[\frac{3}{64}\beta^2-\frac{159}{65536}\beta^4+\cdots\right].$$

The field energies of part 2 gave the coefficients $0.046875$ and $-0.0024261$, in agreement with these fractions.

The negative sign has a simple meaning: the confining term $r^2$ compresses the exciton, and the smaller exciton responds less to a further increase of the field. Dividing by $B^2$,

$$\frac{\Delta E}{B^2}=\sigma\left(1-\frac{53}{1024}\beta^2+\cdots\right).$$

A radius read from a single field is thus too small, by the fraction $53\beta^2/2048$ at this order.

In the opposite limit, $\ell\ll a$, the attraction is a small correction and the relative motion is that of a planar oscillator. Its frequency follows from $\tfrac12\mu\Omega^2=e^2B^2/(8\mu)$, which gives $\Omega=eB/(2\mu)$. The lowest state, with zero-point energy $\tfrac12\hbar\Omega$ for each of two directions, lies at

$$\hbar\Omega=\frac{\hbar eB}{2\mu}.$$

The leading energy is now linear in $B$ and contains no exciton radius. This limit is approached slowly. In the oscillator ground state $\langle 1/r\rangle=\sqrt{\pi/2}/\ell$, so the Coulomb attraction lowers the level by the fraction $\sqrt{2\pi/\beta}$ of $\hbar\Omega$, still about a quarter at $\beta=100$. The inversion belongs to the weak-field side, $\beta\ll1$, or to data from which the higher terms have been separated.

### 4. The exciton in encapsulated WSe$_2$

**The radius.** When $\sigma$ is given in eV/T$^2$, one factor of $e$ cancels and $r_{\rm rms}^2=8\mu\sigma/e$, where $\sigma$ and $e$ stand for their numerical values in eV/T$^2$ and C. Hence

$$r_{\rm rms}^2=\frac{8\,(0.20)(9.109\times10^{-31})(0.30\times10^{-6})}{1.602\times10^{-19}}\ \text{m}^2
=2.73\times10^{-18}\ \text{m}^2,$$

$$r_{\rm rms}=1.65\ \text{nm}=16.5\ \text{Å}.$$

The inputs have two significant figures, so the result is about 1.7 nm. If the two masses are equal, each particle is about 0.8 nm (rms) from the centre of mass.

**The binding energy.** Suppose the exciton were two-dimensional hydrogen. Its Bohr radius would be $a=\sqrt{8/3}\times1.652=2.70$ nm, and its binding energy $2\hbar^2/(\mu a^2)$ would be 105 meV. At fixed $\mu$, $a$ is proportional to $\kappa$. Part 2 found 1.19 nm for $\kappa=4.5$, so 2.70 nm would require $\kappa\simeq10$, far above the rough value of 4.5 for the surrounding hBN.

A better model includes the polarizability of the layer itself. The Rytova–Keldysh potential is

$$V(r)=-\frac{e^2}{4\pi\varepsilon_0}\frac{\pi}{2r_0}\left[\mathbf H_0\!\left(\frac{\kappa r}{r_0}\right)-Y_0\!\left(\frac{\kappa r}{r_0}\right)\right],$$

where $\mathbf H_0$ is the Struve function, $Y_0$ the Bessel function of the second kind and $r_0$ the screening length of the layer. At large $r$ it becomes $-e^2/(4\pi\varepsilon_0\kappa r)$; at small $r$ it diverges only logarithmically. With $\kappa=4.5$, $r_0=4.5$ nm and the same $\mu$, diagonalization gives a radius of 1.680 nm and a binding energy of 161 meV. Enlarging the basis from 22 to 32 functions changes them by less than $10^{-6}$ nm and $10^{-4}$ meV.

At the same $\mu$ and $\kappa$, hydrogen has a radius of only 0.73 nm. The layer's screening weakens the attraction at short range and lets the exciton spread. Yet hydrogen scaled to a radius of 1.680 nm would be bound by about 101 meV, not 161 meV. The second moment of the wave function does not fix the potential, so a binding energy inferred from the radius depends on the model.

The radius inversion has no such dependence. Energies of the Rytova–Keldysh exciton at twelve fields from 5 to 60 T, fitted with $B^2$ and $B^4$ terms, return 1.6796 nm against the directly computed 1.6799 nm. A fit with $B^2$ alone returns 1.671 nm, which is 0.5 % too small.

**Neglected effects.** At 60 T the quadratic shift is $0.30\ \mu\text{eV/T}^2\times(60\ \text{T})^2=1.08$ meV.

- *Higher field terms.* The magnetic length is 3.31 nm, so the equivalent hydrogen has $\beta=(2.70/3.31)^2\simeq0.66$. The quartic term is then $-2.3$ % of the quadratic one, and a single-field radius is about 1 % low. In the Rytova–Keldysh model the whole deviation of the shift is $-1.4$ %.
- *Reduced mass.* A mass 10 % larger or smaller, at fixed $\sigma$, gives 1.73 or 1.57 nm.
- *Nonparabolic bands.* For a massive-Dirac pair with gap $E_g$, the pair energy is $E_g\sqrt{1+2T/E_g}$, where $T=\hbar^2k^2/2\mu$. Its slope with respect to $T$ is $(1+2T/E_g)^{-1/2}$, as if $\mu$ were larger by $(1+2T/E_g)^{1/2}$. With the model's mean $T=80$ meV and a rough gap of 1.9 eV, putting this larger mass into the boxed formula would change the radius by about 2 %. This is not the full correction, which may reach several per cent and whose sign is not settled here: the field shift itself changes with the dispersion, and the band states vary with $k$ and carry orbital moments that respond to the field.
- *Tilted field.* In a strictly planar model only the perpendicular component, $B\cos\theta$, enters $\sigma B^2$. Ignoring a 5° tilt makes the radius 0.4 % too small. In real WSe$_2$ the in-plane component also mixes the bright exciton with the dark one below it and pushes the bright level up; this model leaves that out, and it partly offsets the $\cos\theta$ effect.
- *Photon momentum.* For $\mathbf K\neq0$ the linear term in $\mathbf r$ acts as an electric field $KB/M$. For a rough photon energy of 1.7 eV, momentum wholly in the plane and $M=0.80\,m_0$, it is $7.5\times10^{-4}$ MV/cm at 60 T. The resulting Stark shift in the Rytova–Keldysh model is $-0.06\ \mu$eV, negligible beside 1.08 meV.
- *Zeeman shift.* With a rough $|g|=4$, one polarization branch moves by 6.9 meV at 60 T, over six times the diamagnetic shift. This linear part must therefore be removed, either by the half-sum or by a fit that includes a term linear in $B$.
- *Temperature.* The model's zero-field 1s–2p spacing is 113 meV (120 meV at 60 T for equal masses), against a thermal energy of 0.34 meV at 4 K and 26 meV at 300 K. Thermal occupation of the 2p states is negligible at 4 K. At 300 K the Boltzmann factor is $e^{-113/25.9}\simeq0.013$ for each of the two 2p states ($L_z=\pm\hbar$), so together they hold roughly 2.5 % of the 1s population at zero field. The 2s, 3s, 3p and 3d states add nearly 3 % more, and higher states are not counted. Thermal line broadening is not included.

**The real material.** The values of $\mu$, $\sigma$, $\kappa$ and $r_0$ are rough but typical of hBN-encapsulated monolayer WSe$_2$, and the inverted radius and the model radius differ by less than the uncertainty of these inputs. Once the Zeeman shift is removed, the largest uncertainty estimated here comes from the reduced mass: a 10 % mass error moves the radius by 5 %. Nonparabolicity may matter at the level of several per cent; its sign and size are not settled by the rough estimate above. Disorder, strain and the finite layer thickness are also left out and have not been sized. A radius of 1.7 nm, uncertain by at least several per cent, is the reading these data support. The numerical output lists the computed values.

## Values computed for the example and the checks

```
2D HYDROGEN TEST
reduced mass / electron mass: 0.2
dielectric constant: 4.5
3D Bohr radius a: 1.1906 nm
sigma from field energies: 0.058439 ueV/T^2
radius from inversion: 0.7291205 nm
sqrt(3/8) a: 0.7291205 nm
mean r^2 / a^2: 0.375
beta^2 coefficient, numerical: 0.046875
beta^4 coefficient, numerical: -0.0024261
beta^4 coefficient, formula: -0.0024261
polarizability, natural units: 0.164062
WORKED INVERSION, ROUGH WSe2/hBN INPUTS
sigma given: 0.3 ueV/T^2
rms radius: 1.652 nm
rms radius, converted: 16.52 angstrom
largest field: 60 T
quadratic shift there: 1.08 meV
magnetic length there: 3.312 nm
equivalent hydrogen a: 2.698 nm
equivalent hydrogen binding: 104.7 meV
RYTOVA-KELDYSH MODEL
screening length: 4.5 nm
binding energy: 161.4 meV
direct rms radius: 1.6799 nm
radius, B^2 fit: 1.6707 nm
radius, B^2 + B^4 fit: 1.6796 nm
radius change, basis 22 to 32: -5.3e-07 nm
energy change, basis 22 to 32: -1.3e-05 meV
NEGLECTED EFFECTS
beta at largest field: 0.663
quartic/quadratic, hydrogen: -2.28 %
shift deviation, Keldysh: -1.41 %
radius if mass 10% larger: 1.733 nm
radius if mass 10% smaller: 1.567 nm
radius error, 5 degree tilt: -0.38 %
rough band gap: 1.9 eV
relative kinetic energy: 80.5 meV
nonparabolic radius change: 2.1 %
total mass / electron mass: 0.8
rough photon energy: 1.7 eV
motional electric field: 0.00075 MV/cm
motional Stark shift: -0.063 ueV
g-factor magnitude: 4
one-branch Zeeman shift: 6.95 meV
1s-2p spacing: 113 meV
thermal energy at 4 K: 0.345 meV
thermal energy at 300 K: 25.9 meV
```
